\section*{What layer-dependent gaps can and cannot say about interlayer hopping}

\section{The argument under review}

The argument starts from band gaps of films with one to six layers. Each film is modelled as two nearest-neighbour chains, one for the conduction state and one for the valence state of a layer. A least-squares fit follows the gaps closely and returns an electron hopping of 0.50 eV and a hole hopping of 0.30 eV. From these the argument derives separate out-of-plane masses and concludes that electrons move between layers more easily than holes.

The chain model is a reasonable starting point, and the quality of the fit is not in dispute. The question is whether the gaps contain the two numbers drawn from them.

\section{The gap of the chain model}

Let \(e_c\) and \(e_v\) be the layer energies of the two states, and let \(t_c\) and \(t_v\) be the Hamiltonian matrix elements between adjacent layers. All four are taken to be independent of the layer number \(N\). Each band edge stays at its own fixed in-plane wavevector. For now there is no field, surface shift, interband mixing or electron--hole attraction, and the two bands do not overlap.

For either band, with layer energy \(e\) and hopping \(t\), the amplitudes \(\psi_n\) obey
\begin{equation}
e\,\psi_n+t(\psi_{n-1}+\psi_{n+1})=E\psi_n,\qquad
\psi_0=\psi_{N+1}=0 .
\end{equation}
The boundary conditions express the missing neighbours of the outer layers. Try \(\psi_n=\sin(n\theta)\), which vanishes at \(n=0\). Since
\begin{equation}
\sin[(n-1)\theta]+\sin[(n+1)\theta]=2\cos\theta\,\sin(n\theta),
\end{equation}
the energy is \(E=e+2t\cos\theta\). The condition at \(n=N+1\) requires \((N+1)\theta=j\pi\), so
\begin{equation}
E_j=e+2t\cos\frac{j\pi}{N+1},\qquad j=1,\ldots,N .
\end{equation}
These are \(N\) different energies for \(t\neq0\), hence the whole spectrum of the \(N\)-layer chain.

The cosine falls steadily with \(j\), and its values at \(j=1\) and \(j=N\) are opposite. The extreme energies are therefore \(e\pm2|t|c_N\), where
\begin{equation}
c_N=\cos\frac{\pi}{N+1},
\end{equation}
whatever the sign of \(t\). The conduction minimum takes the lower sign and the valence maximum the upper:
\begin{align}
E_c(N)&=e_c-2|t_c|c_N,\\
E_v(N)&=e_v+2|t_v|c_N .
\end{align}
Subtraction gives
\begin{equation}
E_g(N)=\Delta-2S\,c_N,\qquad
\Delta=e_c-e_v,\quad S=|t_c|+|t_v| .
\label{eq:gap}
\end{equation}

\section{Why the fit cannot separate the hoppings}

Replace \(|t_c|\) by \(|t_c|+\eta\) and \(|t_v|\) by \(|t_v|-\eta\), keeping both non-negative. Then \(S\) is unchanged, and so is the gap at every \(N\). Neither more thicknesses nor smaller errors can remove this freedom. A common shift of \(e_c\) and \(e_v\) is invisible as well. The gaps thus fix two combinations of the four parameters, provided that at least two thicknesses are measured.

For the numbers at issue, \(\Delta=2.00\) eV and \(S=0.80\) eV. The monolayer has \(c_1=0\) and a gap of 2.00 eV; the bilayer has \(c_2=1/2\) and a gap of 1.20 eV. These two values already give
\begin{equation}
S=\frac{E_g(1)-E_g(2)}{2(c_2-c_1)}
=\frac{2.00-1.20}{2\times0.50}\ \mathrm{eV}=0.80\ \mathrm{eV}.
\end{equation}
At six layers, \(c_6=0.9010\) and the gap is \(2.00-1.60\times0.9010=0.558\) eV. Diagonalizing the chains for the hopping pairs \((0.50,0.30)\), \((0.40,0.40)\) and \((0.70,0.10)\) eV gives the same gaps for all six films, as the numerical output shows. Any difference between the fitted hoppings comes from something other than the gaps, such as a starting value, a constraint, prior information or rounding in the solver. The fit supports a reported \(S\), but not the two separate entries.

The thick-film limit shows what has been measured. Let \(d\) be the layer spacing and \(\kappa\) the out-of-plane wavevector measured from the band extremum. In the bulk conduction band,
\begin{equation}
e_c-2|t_c|\cos(\kappa d)\simeq e_c-2|t_c|+|t_c|d^2\kappa^2 .
\end{equation}
Comparing the last term with \(\hbar^2\kappa^2/(2m_c)\), and treating the valence band in the same way with the energy reversed, gives
\begin{equation}
m_{c,v}=\frac{\hbar^2}{2|t_{c,v}|d^2},\qquad
\frac1{\mu_z}=\frac1{m_c}+\frac1{m_v}=\frac{2Sd^2}{\hbar^2}.
\end{equation}
For large \(N\), \(c_N\simeq1-\pi^2/[2(N+1)^2]\), and therefore
\begin{equation}
E_g(N)\simeq\Delta-2S+\frac{\pi^2S}{(N+1)^2}
=\Delta-2S+\frac{\hbar^2\pi^2}{2\mu_z[(N+1)d]^2}.
\end{equation}
This is the confinement energy of an electron and a hole added together, and it depends on their reduced mass alone. With \(d=0.53\) nm, \(\mu_z=0.17\,m_e\) for all three pairs. The electron and hole masses are \(0.27\) and \(0.45\,m_e\) for the first pair, but \(0.19\) and \(1.36\,m_e\) for the third. Exchanging the two hoppings exchanges the masses, so even the claim that electrons are the more mobile carriers across the layers has no support in the gaps.

\section{Measurements that would separate them}

It would be too strong to demand absolute energies of both band edges. Suppose the valence edge is measured on a scale with an unknown zero that is the same for all films. The zero cancels in a difference:
\begin{equation}
|t_v|=\frac{E_v(2)-E_v(1)}{2(c_2-c_1)}
=\frac{-0.70-(-1.00)}{2\times0.50}\ \mathrm{eV}=0.30\ \mathrm{eV}.
\end{equation}
Then \(|t_c|=S-|t_v|=0.50\) eV. In contrast, one absolute valence energy at a single thickness gives one relation between the two unknowns \(e_v\) and \(|t_v|\), which is not enough. Nor is a valence edge for every film sufficient if each film has its own unknown reference: each new energy then brings a new unknown. The vacuum level serves as a common reference only if changes of surface dipole between films are negligible or corrected.

A subband spacing within one band also suffices. With \(\theta=\pi/(N+1)\), the two lowest conduction levels differ by
\begin{equation}
E_c^{(2)}-E_c^{(1)}=2|t_c|(\cos\theta-\cos2\theta).
\end{equation}
At six layers \(\cos2\theta=\cos(2\pi/7)=0.623\), so a spacing of 0.2775 eV gives \(|t_c|=0.2775/[2(0.901-0.623)]\ \mathrm{eV}=0.50\) eV.

The price in precision follows from the slope of a straight line. Let \(\bar c\) be the mean of the \(c_N\), and \(Q=\sum_N(c_N-\bar c)^2\). For independent gap errors of equal standard deviation \(\sigma_g\), least squares gives
\begin{equation}
\hat S=-\frac{1}{2Q}\sum_N(c_N-\bar c)E_g(N),\qquad
\sigma_S^2=\frac{\sigma_g^2}{4Q^2}\sum_N(c_N-\bar c)^2
=\frac{\sigma_g^2}{4Q}.
\end{equation}
The same reasoning for valence-edge errors \(\sigma_e\) gives \(\sigma_v=\sigma_e/(2\sqrt Q)\). If the two data sets are independent, the variances add in \(|t_c|=S-|t_v|\). For \(N=1\) to 6, \(\sqrt Q=0.762\). Errors of 10 meV in the gaps and 30 meV in the edges yield
\begin{equation}
\sigma_S=6.6\ \mathrm{meV},\qquad
\sigma_v=19.7\ \mathrm{meV},\qquad
\sigma_c=\sqrt{6.6^2+19.7^2}\ \mathrm{meV}\simeq21\ \mathrm{meV}.
\end{equation}
Simulated Gaussian errors of these sizes gave 6.5, 19.8 and 20.8 meV. The split is measurable, but its precision is set by the edge data.

\section{Two gap-like measurements that need care}

\subsection{The optical onset}

The argument must state whether its gaps are fundamental gaps or absorption onsets. Take both band edges at the same in-plane wavevector, so that the gap is direct. If light acts within each layer with equal strength, it connects only states with the same envelope \(j\), because different sine envelopes are orthogonal. Without excitons, the allowed energies are
\begin{equation}
\Delta+2(t_c-t_v)\cos\frac{j\pi}{N+1},
\end{equation}
and the lowest is \(\Delta-2|t_c-t_v|c_N\). For hoppings of opposite sign, \(|t_c-t_v|=S\), and the bright onset is the fundamental gap. For equal signs, \(|t_c-t_v|\) is the difference of the magnitudes. The fundamental transition then joins \(j=1\) to \(j=N\) and is dark for \(N\ge2\).

At six layers the onset is 0.558 eV in the first case. In the second it is \(2.00-2\times0.20\times0.901=1.64\) eV. With equal signs, and with \(\Delta\) known, for example from the monolayer, the fundamental gap and the bright onset together give the sum and the difference of the magnitudes, but not which one belongs to the electron.

\subsection{A perpendicular field}

Let an internal field \(F\) give the two layers of a bilayer potential energies \(\pm u\), with \(u=eFd/2\). Each band has the matrix
\begin{equation}
\begin{pmatrix}e+u&t\\t&e-u\end{pmatrix},\qquad
(E-e)^2=t^2+u^2 .
\end{equation}
Taking the lower conduction and upper valence roots, and expanding for \(u\ll|t_c|,|t_v|\),
\begin{align}
E_g&=\Delta-\sqrt{t_c^2+u^2}-\sqrt{t_v^2+u^2}\\
&\simeq\Delta-S-\frac{u^2}{2}
\left(\frac1{|t_c|}+\frac1{|t_v|}\right).
\end{align}
The curvature supplies \(K=1/|t_c|+1/|t_v|=S/(|t_c||t_v|)\). The hoppings are then the two roots of \(x^2-Sx+S/K=0\). Here \(K=5.33\ \mathrm{eV}^{-1}\) and \(S/K=0.15\ \mathrm{eV}^2\), with roots 0.50 and 0.30 eV. The equation does not label them.

This lack of labels holds for a uniform field at any \(N\) in the model. Let \(A\) be the matrix with ones between neighbouring layers, and \(V\) the potential energy measured from the film centre. The lowest eigenvalue of \(-|t_c|A+V\) is minus the highest of \(|t_c|A-V\). Reflection through the film centre turns \(-V\) into \(V\) and leaves \(A\) unchanged. Both bands therefore lower the gap by the same function of their own \(|t|\), and exchanging the hoppings changes nothing.

At 1 MV/cm, \(u=0.0265\) eV and the bilayer gap falls by only 1.9 meV. The three hopping pairs then differ by about 2 meV at most, which is hidden by a 10 meV error. In six layers their gaps are 0.518, 0.520 and 0.491 eV. If \(\Delta\) and \(S\) are already known from zero-field gaps, the strongly unequal pair now stands out, while the first two remain indistinguishable at that error. If \(\Delta\) and \(S\) must instead be fitted to the six gaps measured in this same field, the unequal pair is hidden too: either of the other splits then matches its gaps to about 10 meV.

\section{The real case and the neglected effects}

These parameters lie in the rough regime of few-layer black phosphorus, whose relevant band edges stay near the zone centre and whose gap falls from roughly 2 eV in a monolayer to a few tenths of an eV in bulk. They are round values, not a fit to a sample. For optical data with hoppings of opposite sign, so that the lowest transition is bright, the largest correction to \(S\) among those estimated in this section comes from exciton binding. A variational estimate used in-plane reduced masses of 0.08 and 0.8 \(m_e\), a screening length of 2.5 nm per layer and a surrounding dielectric constant of 2.5, with the masses held fixed. It gives binding energies of at least 0.38 eV for one layer and 0.12 eV for six within that model. Subtracting the variational energies from the gaps and fitting the result as if excitons were absent gives \(S=0.66\) eV, 18\% below the input of 0.80 eV. The trial function limits the last digit: a flexible Gaussian basis raises the one-layer binding by about 9 meV, to 0.39 eV, and lowers the fitted \(S\) by about 4 meV. An optical fit can therefore have a 7 meV statistical error and a systematic error of 0.14 to 0.15 eV.

Other effects are smaller for the values chosen. For the first hopping pair, ignoring a 1 MV/cm internal field in all films gives an apparent \(S\) of 0.816 eV. That is a strong field: it drops 0.265 eV across six layers, about half their gap, and whether a given device sustains it is a separate question. Shifting one surface layer by 50 meV moves both edges equally to first order, because their envelopes have the same weight on that layer. The remaining dependence on the hopping pair is at most 2.2 meV among the three pairs, too little to separate them with 10 meV data.

Interband coupling \(g\) between neighbouring layers is also instructive. For \(t_c<0<t_v\), both edges have \(j=1\), and the coupling between them is \(2gc_N\). The resulting two-level problem has the splitting
\begin{equation}
\sqrt{E_g(N)^2+(4gc_N)^2},
\end{equation}
which is the new gap while the edges remain at \(j=1\). With \(g=0.05\) eV the six-layer gap rises by 28 meV, and a simple fit returns \(S=0.785\) eV. All three pairs still give identical gaps, so this coupling shifts the inferred sum without revealing its parts. That result needs hoppings of opposite sign and a coupling that is the same towards the layer above and the layer below. If the hoppings have equal signs, or if \(g\) changes sign with direction, the gaps do depend on the split, but for \(|g|=0.05\) eV the three pairs differ by less than 4 meV.

The thermal energy at 300 K is 26 meV, so a 10 meV gap error at room temperature needs a justified treatment of broadening. If a band edge moves to a different in-plane valley as \(N\) changes, the hopping and layer energy change with it, and equation \eqref{eq:gap} with one \(\Delta\) and one \(S\) no longer applies to the whole series.

\section*{Table of computed values}
\begin{verbatim}
Regime: few-layer black phosphorus, rough round values
Delta = 2.00 eV, |t_c| = 0.50 eV, |t_v| = 0.30 eV
S = 0.80 eV, layer spacing d = 0.53 nm
cos(pi/(N+1)), N=1..6: 0.0000 0.5000 0.7071 0.8090 0.8660 0.9010
Split |t_c|, |t_v| = 0.50, 0.30 eV
  gaps N=1..6 (eV): 2.0000 1.2000 0.8686 0.7056 0.6144 0.5584
  out-of-plane masses c, v (m_e): 0.271, 0.452
Split |t_c|, |t_v| = 0.40, 0.40 eV
  gaps N=1..6 (eV): 2.0000 1.2000 0.8686 0.7056 0.6144 0.5584
  out-of-plane masses c, v (m_e): 0.339, 0.339
Split |t_c|, |t_v| = 0.70, 0.10 eV
  gaps N=1..6 (eV): 2.0000 1.2000 0.8686 0.7056 0.6144 0.5584
  out-of-plane masses c, v (m_e): 0.194, 1.356
Reduced out-of-plane mass, all splits: 0.1695 m_e
Bulk-limit gap Delta - 2S: 0.40 eV
CBM from midlayer energy, N=1..6 (eV): 1.0000 0.5000 0.2929 0.1910 0.1340 0.0990
VBM from midlayer energy, N=1..6 (eV): -1.0000 -0.7000 -0.5757 -0.5146 -0.4804 -0.4594
Rank of gap data for 4 parameters: 2
  separate hoppings from gaps only: no
  separate hoppings from gaps + VBM at N=3 only: no
  separate hoppings from gaps + VBM at N=1,2: yes
  separate hoppings from VBM, unknown common offset: yes
  separate hoppings from VBM, unknown offset per film: no
Conduction subband spacing, N=6: 0.2775 eV
Assumed errors: gap 10 meV, VBM 30 meV
sqrt(Q) = 0.7622
Error of S: formula 6.6, simulated 6.5 meV
Error of |t_v|: formula 19.7, simulated 19.8 meV
Error of |t_c|: formula 20.7, simulated 20.8 meV
Bright onset N=6, opposite signs: 0.5584 eV
Bright onset N=6, equal signs: 1.6396 eV
Internal field: 1.0 MV/cm
  bilayer gaps of the 3 splits (eV): 1.19813 1.19825 1.19605
  six-layer gaps of the 3 splits (eV): 0.5179 0.5199 0.4911
  potential drop across N=6: 0.265 eV
  apparent S if field ignored: 0.8161 eV
Pair from bilayer field curvature (eV): 0.5000 0.3000
Surface-layer shift: 50 meV
  largest gap spread among splits: 2.15 meV
Interband coupling: 0.05 eV; apparent S: 0.7854 eV
  gap change at N=6: 28.4 meV
Exciton inputs: reduced masses 0.08, 0.8 m_e
  screening length 2.5 nm per layer, surroundings 2.5
  binding N=1..6 (eV): 0.3817 0.2522 0.1946 0.1608 0.1382 0.1218
  mesh-doubling shift, N=1: 8.9e-13 meV
  apparent S from optical gaps: 0.6584 eV
Thermal energy at 300 K: 25.9 meV
\end{verbatim}
